# Spin-spin zero-field splitting of a px py triplet with Slater orbitals: a program that tests the result

```python
"""Zero-field splitting of a one-centre px py triplet with Slater 2p orbitals.

Result under test (atomic units):
    D = 7 g^2 alpha^2 zeta^3 / 1280,   E = 0,
for px = N x exp(-zeta r), py = N y exp(-zeta r), N^2 = zeta^5/pi.
Symbols: zeta = orbital exponent, g = electron g factor, alpha = fine-structure
constant, r12 = electron separation, z = axis normal to both p lobes.
Spin Hamiltonian: D (Sz^2 - S^2/3) + E (Sx^2 - Sy^2).
Dipolar tensor: T_ab = < (r12^2 delta_ab - 3 r_a r_b) / r12^5 >.
"""
import numpy as np
import sympy as sp
from scipy.special import spherical_jn
from scipy.constants import physical_constants, fine_structure

alpha = fine_structure
g_electron = abs(physical_constants["electron g factor"][0])
hartree_cm = physical_constants["hartree-inverse meter relationship"][0] / 100
hartree_ghz = physical_constants["hartree-hertz relationship"][0] / 1e9


def gauss(n, low, high):
    x, w = np.polynomial.legendre.leggauss(n)
    return low + (high - low) * (x + 1) / 2, w * (high - low) / 2


def d_formula(zeta, g=g_electron):
    return 7 * g**2 * alpha**2 * zeta**3 / 1280


def pair_density(vector, zeta):
    """Derived distribution of the separation vector r12."""
    r = np.linalg.norm(vector)
    a = 2 * zeta * r
    perpendicular_square = vector[0]**2 + vector[1]**2
    return (zeta**5 / (960 * np.pi) * perpendicular_square * np.exp(-a)
            * (a**3 + 6 * a**2 + 15 * a + 15))


def pair_density_direct(vector, zeta):
    """Integrate |Psi(r1, r1 - vector)|^2 over r1 on a spherical grid."""
    r, wr = gauss(90, 0, 16 / zeta)
    c, wc = gauss(48, -1, 1)
    nphi = 48
    phi = 2 * np.pi * np.arange(nphi) / nphi
    R, C, PHI = np.meshgrid(r, c, phi, indexing="ij")
    s = np.sqrt(1 - C**2)
    x1, y1, z1 = R * s * np.cos(PHI), R * s * np.sin(PHI), R * C
    x2, y2, z2 = x1 - vector[0], y1 - vector[1], z1 - vector[2]
    r2 = np.sqrt(x2**2 + y2**2 + z2**2)
    norm4 = (zeta**5 / np.pi)**2
    psi2 = (norm4 / 2 * (x1 * y2 - y1 * x2)**2
            * np.exp(-2 * zeta * (R + r2)))
    weights = (wr * r**2)[:, None, None] * wc[None, :, None]
    return np.sum(psi2 * weights) * 2 * np.pi / nphi


def momentum_averages(radial_square, r_max, k_max):
    """Direct minus exchange averages from orbital-product form factors.

    Orbitals are x f(r) and y f(r), radial_square = f^2 (any scale).
    Returns the tensor T, <r12^-3>, and the density at r12 = 0.
    """
    r, wr = gauss(700, 0, r_max)
    k, wk = gauss(200, 0, k_max)
    f2 = radial_square(r)
    f2 = f2 / (4 * np.pi / 3 * np.sum(wr * r**4 * f2))
    kr = np.outer(k, r)
    i0 = 4 * np.pi * spherical_jn(0, kr) @ (wr * r**4 * f2)
    i2 = 4 * np.pi * spherical_jn(2, kr) @ (wr * r**4 * f2)
    c, wc = gauss(8, -1, 1)
    phi = 2 * np.pi * np.arange(8) / 8
    C, PHI = np.meshgrid(c, phi, indexing="ij")
    s = np.sqrt(1 - C**2)
    n = np.array([(s * np.cos(PHI)).ravel(), (s * np.sin(PHI)).ravel(),
                  C.ravel()])
    w_dir = np.repeat(wc, 8) * 2 * np.pi / 8

    def form_factor(a, b):
        delta = float(a == b)
        return (i0[:, None] * delta / 3
                - i2[:, None] * (n[a] * n[b] - delta / 3)[None, :])

    pair = (form_factor(0, 0) * form_factor(1, 1) - form_factor(0, 1)**2)
    pair = pair * np.outer(wk * k**2, w_dir) / (2 * np.pi)**3
    tensor = np.array([[np.sum(pair * 4 * np.pi
                               * (n[a] * n[b] - (a == b) / 3)[None, :])
                        for b in range(3)] for a in range(3)])
    inverse_cube = np.sum(pair * (-4 * np.pi * np.log(k))[:, None])
    return tensor, inverse_cube, np.sum(pair)


# Symbolic integral over the midpoint, in spheroidal coordinates
a, u, nu = sp.symbols("a u nu", positive=True)
mu = 1 + u
over_nu = sp.integrate(sp.expand((1 - nu**2) * (mu**2 - nu**2)), (nu, -1, 1))
integrand = sp.Poly(sp.expand((mu**2 - 1) * over_nu), u)
over_mu = sum(coef * sp.factorial(p) / a**(p + 1)
              for (p,), coef in integrand.terms())      # times exp(-a)
# zeta = 1: r = a/2; remaining factor of r^2 sin^2(theta) exp(-a)
prefactor = (1 / sp.pi**2) / 4 * 2 * sp.pi * (a / 4)**5 * over_mu
target = (a**3 + 6 * a**2 + 15 * a + 15) / (960 * sp.pi)
assert sp.simplify(prefactor - target) == 0


def exact_moment(power):
    """<r12^power> for zeta = 1 from the symbolic pair density."""
    body = sp.expand(prefactor * (a / 2)**(4 + power) / 2)
    return sp.simplify(sp.Rational(8, 3) * sp.pi
                       * sp.integrate(body * sp.exp(-a), (a, 0, sp.oo)))


norm_exact, square_exact, cube_exact = map(exact_moment, (0, 2, -3))
assert norm_exact == 1
assert cube_exact == sp.Rational(7, 96)
# <r12^2> must equal twice the orbital <r^2>, since <r1.r2> = 0 here
rad = sp.symbols("rad", positive=True)
orbital_r2 = (sp.integrate(rad**6 * sp.exp(-2 * rad), (rad, 0, sp.oo))
              / sp.integrate(rad**4 * sp.exp(-2 * rad), (rad, 0, sp.oo)))
assert square_exact == 2 * orbital_r2 == 15

# Pair density against direct three-dimensional quadrature
density_errors = []
for vec in (np.array([0.5, 0.3, 0.4]), np.array([0.2, -0.9, 0.7])):
    direct = pair_density_direct(vec, 1.3)
    density_errors.append(abs(direct / pair_density(vec, 1.3) - 1))
assert max(density_errors) < 1e-4      # limited by the cusp at the nucleus

# The factor 2/5 for three different radial functions
radial_cases = {
    "Slater": lambda r: np.exp(-2 * r),
    "Gaussian": lambda r: np.exp(-r**2),
    "two-exponential": lambda r: (np.exp(-1.2 * r)
                                  + 1.5 * np.exp(-2.5 * r))**2,
}
ratios = {}
for name, func in radial_cases.items():
    tens, inv3, at_zero = momentum_averages(func, 18.0, 45.0)
    ratios[name] = tens[2, 2] / inv3
    assert abs(ratios[name] - 0.4) < 1e-5
    assert abs(at_zero) < 1e-6 * inv3

# Spin reduction inside the triplet, with a non-axial tensor
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
s1 = [np.kron(p / 2, np.eye(2)) for p in pauli]
s2 = [np.kron(np.eye(2), p / 2) for p in pauli]
S = [p + q for p, q in zip(s1, s2)]
h = 1 / np.sqrt(2)
triplet = np.array([[1, 0, 0, 0], [0, h, h, 0], [0, 0, 0, 1]]).T


def in_triplet(tensor, left, right):
    full = sum(tensor[i, j] * left[i] @ right[j]
               for i in range(3) for j in range(3))
    return triplet.T @ full @ triplet


trial = np.array([[0.7, 0.2, -0.4], [0.2, -1.1, 0.3], [-0.4, 0.3, 0.4]])
assert np.allclose(in_triplet(trial, s1, s2), in_triplet(trial, S, S) / 2)

# D from the levels of the explicit two-spin Hamiltonian
results = {}
for zeta in (1.6, 1.8, 2.0):
    tens, inv3, _ = momentum_averages(lambda r: np.exp(-2 * zeta * r),
                                      18 / zeta, 20 * zeta)
    ham = g_electron**2 * alpha**2 / 4 * in_triplet(tens, s1, s2)
    levels = np.real(np.diag(ham))
    d_levels = (levels[0] + levels[2]) / 2 - levels[1]
    e_levels = np.real(ham[0, 2])
    assert abs(inv3 / (float(cube_exact) * zeta**3) - 1) < 1e-5
    assert abs(d_levels / d_formula(zeta) - 1) < 1e-5
    assert abs(e_levels) < 1e-8 * d_levels
    assert np.allclose(np.linalg.eigvalsh(ham),
                       d_formula(zeta) * np.array([-2, 1, 1]) / 3,
                       rtol=1e-5, atol=0)
    results[zeta] = (tens, inv3, d_levels, levels)

zeta = 2.0
tens, inv3, d_num, levels = results[zeta]
rms = np.sqrt(float(square_exact)) / zeta
cube_formula = float(cube_exact) * zeta**3
d_main = d_formula(zeta)
print("INPUTS")
print(f"orbital exponent zeta = {zeta:.1f} bohr^-1")
print(f"fine-structure constant alpha = {alpha:.9f}")
print(f"free-electron g factor (magnitude) = {g_electron:.6f}")
print(f"1 hartree = {hartree_cm:.3f} cm^-1")
print(f"alpha^2 in energy units = {alpha**2 * hartree_cm:.5f} cm^-1")
print("EXACT MOMENTS AT zeta = 1")
print(f"norm = {norm_exact}")
print(f"<r12^2> = {square_exact} bohr^2")
print(f"<r12^-3> = {cube_exact} bohr^-3")
print("FACTOR T_zz / <r12^-3> FROM MOMENTUM SPACE")
for name, value in ratios.items():
    print(f"{name} radial function: {value:.7f}")
print(f"largest relative error of pair density = {max(density_errors):.1e}")
print("WORKED EXAMPLE, zeta = 2.0 bohr^-1")
print(f"<r12^-3>, formula = {cube_formula:.6f} bohr^-3")
print(f"<r12^-3>, momentum space = {inv3:.6f} bohr^-3")
print(f"T_xx, momentum space = {tens[0, 0]:.6f} bohr^-3")
print(f"T_yy, momentum space = {tens[1, 1]:.6f} bohr^-3")
print(f"T_zz, momentum space = {tens[2, 2]:.6f} bohr^-3")
print(f"D, formula = {d_main:.6e} hartree")
print(f"D, formula = {d_main * hartree_cm:.5f} cm^-1")
print(f"D, two-spin levels = {d_num * hartree_cm:.5f} cm^-1")
print(f"D, formula = {d_main * hartree_ghz:.3f} GHz")
print(f"D with g = 2 exactly = {d_formula(zeta, 2) * hartree_cm:.5f} cm^-1")
print(f"lambda = D/2 = {d_main * hartree_cm / 2:.5f} cm^-1")
print(f"level M_S = 0: {levels[1] * hartree_cm:.5f} cm^-1")
print(f"levels M_S = +1, -1: {levels[0] * hartree_cm:.5f} cm^-1")
print(f"rms separation = {rms:.4f} bohr")
print(f"<r12^-3>^(-1/3) = {cube_formula**(-1 / 3):.4f} bohr")
print(f"<r12^-3> times rms^3 = {cube_formula * rms**3:.4f}")
print(f"D with rms^-3 instead = {d_main * hartree_cm / (cube_formula * rms**3):.5f} cm^-1")
print("DEPENDENCE ON THE EXPONENT")
print(f"D / zeta^3 = {d_formula(1.0) * hartree_cm:.6f} cm^-1 bohr^3")
for z in (1.6, 1.8):
    print(f"D at zeta = {z:.1f} bohr^-1: {d_formula(z) * hartree_cm:.5f} cm^-1")
print(f"D(1.8)/D(2.0) = {results[1.8][2] / results[2.0][2]:.4f}")
print("every check passed")
```

Running it gives:

```
INPUTS
orbital exponent zeta = 2.0 bohr^-1
fine-structure constant alpha = 0.007297353
free-electron g factor (magnitude) = 2.002319
1 hartree = 219474.631 cm^-1
alpha^2 in energy units = 11.68732 cm^-1
EXACT MOMENTS AT zeta = 1
norm = 1
<r12^2> = 15 bohr^2
<r12^-3> = 7/96 bohr^-3
FACTOR T_zz / <r12^-3> FROM MOMENTUM SPACE
Slater radial function: 0.4000000
Gaussian radial function: 0.4000000
two-exponential radial function: 0.4000000
largest relative error of pair density = 2.8e-07
WORKED EXAMPLE, zeta = 2.0 bohr^-1
<r12^-3>, formula = 0.583333 bohr^-3
<r12^-3>, momentum space = 0.583333 bohr^-3
T_xx, momentum space = -0.116667 bohr^-3
T_yy, momentum space = -0.116667 bohr^-3
T_zz, momentum space = 0.233333 bohr^-3
D, formula = 9.340613e-06 hartree
D, formula = 2.05003 cm^-1
D, two-spin levels = 2.05003 cm^-1
D, formula = 61.458 GHz
D with g = 2 exactly = 2.04528 cm^-1
lambda = D/2 = 1.02501 cm^-1
level M_S = 0: -1.36669 cm^-1
levels M_S = +1, -1: 0.68334 cm^-1
rms separation = 1.9365 bohr
<r12^-3>^(-1/3) = 1.1968 bohr
<r12^-3> times rms^3 = 4.2361
D with rms^-3 instead = 0.48395 cm^-1
DEPENDENCE ON THE EXPONENT
D / zeta^3 = 0.256253 cm^-1 bohr^3
D at zeta = 1.6 bohr^-1: 1.04961 cm^-1
D at zeta = 1.8 bohr^-1: 1.49447 cm^-1
D(1.8)/D(2.0) = 0.7290
every check passed
```
